# The Lüders-Marques phonon pairing kernel from the anomalous diagram

We set $\hbar=k_B=1$ and $\beta=1/T$. The Fermi and Bose functions are $f(x)=1/(e^{\beta x}+1)$ and $n(x)=1/(e^{\beta x}-1)$; fermionic Matsubara frequencies are $\omega=(2m+1)\pi T$ and bosonic ones $\nu=2m\pi T$. The label $k$ stands for a band and a crystal momentum, and $-k$ for the time-reversed state in the same band. In the form used here, with the phonons given, superconducting density functional theory works with two densities, the electron density $\rho$ and the pair amplitude $\chi_k=\langle c_{-k\downarrow}c_{k\uparrow}\rangle$, and reproduces both with the non-interacting Kohn-Sham Hamiltonian

$$H_s=\sum_{k\sigma}\xi_k c^\dagger_{k\sigma}c_{k\sigma}-\sum_k\left(\Delta_k c^\dagger_{k\uparrow}c^\dagger_{-k\downarrow}+\Delta_k^* c_{-k\downarrow}c_{k\uparrow}\right),$$

where $\xi_k$ is measured from the chemical potential and $E_k=\sqrt{\xi_k^2+|\Delta_k|^2}$. This form contains the decoupling approximation: pairs are formed from $k\uparrow$ and $-k\downarrow$, and pairing between different bands is dropped. The system is time-reversal symmetric, so $\xi_{-k}=\xi_k$ and $\psi_{-k}=\psi_k^*$, and the pairing is singlet, $\Delta_{-k}=\Delta_k$. The Coulomb interaction is left out. The phonons are harmonic with given frequencies $\Omega_q=\Omega_{-q}$ and couple through

$$H_1=\sum_{kk'\sigma}g_{k'k}\,c^\dagger_{k'\sigma}c_{k\sigma}\,\varphi_{q},\qquad \varphi_q=b_q+b^\dagger_{-q},\qquad q=k'-k .$$

Here $g_{k'k}=\langle k'|\delta V_q|k\rangle$ is an energy that includes the zero-point amplitude, and $\delta V_{-q}=\delta V_q^*$ makes $H_1$ Hermitian. One branch is written; several branches add. From $b(\tau)=e^{-\Omega\tau}b$, $\langle bb^\dagger\rangle=1+n$ and $\langle b^\dagger b\rangle=n$, with $n\equiv n(\Omega)$, the phonon correlation function for $0<\tau<\beta$ is $\langle\varphi_q(\tau)\varphi_{q'}(0)\rangle=\delta_{q',-q}\,d(\tau)$ with

$$d(\tau)=(1+n)e^{-\Omega\tau}+ne^{\Omega\tau}=\frac{\cosh\Omega(\beta/2-\tau)}{\sinh(\beta\Omega/2)} .$$

The second form uses $1+n=e^{\beta\Omega/2}/[2\sinh(\beta\Omega/2)]$ and $n=e^{-\beta\Omega/2}/[2\sinh(\beta\Omega/2)]$. Since $(1+n)(1-e^{-\beta\Omega})=1$ and $n(e^{\beta\Omega}-1)=1$, the transform is $\int_0^\beta e^{i\nu\tau}d\,d\tau=1/(\Omega-i\nu)+1/(\Omega+i\nu)$, and the propagator, defined with the opposite sign, is

$$D(i\nu)=-\frac{2\Omega}{\nu^2+\Omega^2}=\frac{1}{i\nu-\Omega}-\frac{1}{i\nu+\Omega}.$$

"First order" refers to one such phonon line, which is second order in $g$.

The sign of the exchange-correlation pair potential follows from a Legendre transform. Let $\Phi[v,\Delta]$ be the grand potential in a one-body potential $v$ and a pair field $\Delta$ coupled as in $H_s$. Then $\delta\Phi/\delta v=\rho$ and $\partial\Phi/\partial\Delta_k^*=-\chi_k$, so the functional $F[\rho,\chi]=\Phi-\int v\rho+\sum_k(\Delta_k^*\chi_k+\Delta_k\chi_k^*)$ is stationary in $v$ and $\Delta$ and obeys $\partial F/\partial\chi_k^*=\Delta_k$ at fixed $\rho$. For the interacting system this derivative is the external field $\Delta^{\rm ext}_k$, and for the non-interacting functional $F_s$ it is the Kohn-Sham field $\Delta_k$. Writing $F=F_s+F_{\rm int}$ gives

$$\Delta_k=\Delta_k^{\rm ext}-\left.\frac{\partial F_{\rm int}}{\partial\chi_k^*}\right|_{\rho}.$$

Odd orders in $g$ vanish under $\varphi\to-\varphi$, so $\Phi=\Phi_s+\Phi_2+O(g^4)$. The term $\Phi_2$ shifts the stationary point of the transform by $O(g^2)$, and because the point is stationary this changes the value at $O(g^4)$. Hence $F_{\rm int}=\Phi_2+O(g^4)$, with $\Phi_2$ evaluated in the Kohn-Sham system that has the densities $\rho$ and $\chi$:

$$\Phi_2=-\frac{1}{2\beta}\int_0^\beta d\tau\int_0^\beta d\tau'\,\langle T_\tau H_1(\tau)H_1(\tau')\rangle_s=-\frac12\int_0^\beta d\tau\,\langle H_1(\tau)H_1(0)\rangle_s .$$

The second form holds because the integrand depends on $\tau-\tau'$ and is periodic in it with period $\beta$.

The Kohn-Sham propagators come from the spinor $\Psi_k=(c_{k\uparrow},c^\dagger_{-k\downarrow})^T$, in which $H_s=\sum_k\Psi_k^\dagger h_k\Psi_k$ up to a constant, with $h_{11}=-h_{22}=\xi$, $h_{12}=-\Delta$, $h_{21}=-\Delta^*$. Since $h^2=E^2$, the matrix $G(\tau)=-\langle T_\tau\Psi(\tau)\Psi^\dagger(0)\rangle$ has the transform

$$G(i\omega)=(i\omega-h)^{-1}=-\frac{i\omega+h}{\omega^2+E^2},$$

as multiplication by $i\omega-h$ confirms. Define $u_E(\tau)=T\sum_\omega e^{-i\omega\tau}/(\omega^2+E^2)$, which is even in $\tau$ because the summand is even in $\omega$. The off-diagonal elements are

$$G_{12}(k,\tau)=-\langle T_\tau c_{k\uparrow}(\tau)c_{-k\downarrow}(0)\rangle=\Delta_k u_{E_k}(\tau),\qquad G_{21}(k,\tau)=-\langle T_\tau c^\dagger_{-k\downarrow}(\tau)c^\dagger_{k\uparrow}(0)\rangle=\Delta_k^* u_{E_k}(\tau).$$

For $0\le\tau\le\beta$,

$$u_E(\tau)=\frac{\sinh E(\beta/2-\tau)}{2E\cosh(\beta E/2)},$$

which is verified by transforming back with $e^{i\omega\beta}=-1$: $\int_0^\beta e^{i\omega\tau}\sinh E(\beta/2-\tau)\,d\tau=\cosh(\beta E/2)[1/(i\omega+E)-1/(i\omega-E)]=2E\cosh(\beta E/2)/(\omega^2+E^2)$. At $\tau=0^-$ time ordering exchanges the two operators, $G_{12}(k,0^-)=\langle c_{-k\downarrow}c_{k\uparrow}\rangle$, so

$$\chi_k=\Delta_k u_{E_k}(0)=\Delta_k\frac{\tanh(\beta E_k/2)}{2E_k}.$$

The electronic part of $\Phi_2$ is $\langle ABCD\rangle$ with $A=c^\dagger_{k'\sigma}(\tau)$, $B=c_{k\sigma}(\tau)$, $C=c^\dagger_{p'\sigma'}(0)$, $D=c_{p\sigma'}(0)$, and Wick's theorem gives $\langle AB\rangle\langle CD\rangle-\langle AC\rangle\langle BD\rangle+\langle AD\rangle\langle BC\rangle$, the minus sign coming from moving $C$ past $B$. The first term is quadratic in $\int\delta V\rho$, a functional of $\rho$ that drops out of the derivative at fixed $\rho$. The third is the normal diagram. It contains $G_{11}=-(i\omega+\xi)/(\omega^2+E^2)$, in which the gap enters through $|\Delta_k|^2$, so at quadratic order it has the form $\sum_k a_k|\Delta_k|^2$ and produces a term $-Z_k\Delta_k$, diagonal in $k$, in the gap equation. That term is not derived here, and without it the pairing kernel does not determine $T_c$. The second term is the anomalous diagram. It requires $p'=-k'$, $p=-k$, $\sigma'=-\sigma$, which also makes the second phonon momentum $-q$ as the phonon contraction demands. With $u=u_{E_k}(\tau)$ and $u'=u_{E_{k'}}(\tau)$, the case $\sigma=\uparrow$ has

$$\langle AC\rangle=-\langle T_\tau c^\dagger_{-k'\downarrow}(0)c^\dagger_{k'\uparrow}(\tau)\rangle=G_{21}(k',-\tau)=\Delta_{k'}^*u',\qquad \langle BD\rangle=-G_{12}(k,\tau)=-\Delta_k u ,$$

and the case $\sigma=\downarrow$ has

$$\langle AC\rangle=-G_{21}(-k',\tau)=-\Delta_{k'}^*u',\qquad \langle BD\rangle=-\langle T_\tau c_{-k\uparrow}(0)c_{k\downarrow}(\tau)\rangle=G_{12}(-k,-\tau)=\Delta_k u .$$

In both cases $-\langle AC\rangle\langle BD\rangle=+\Delta^*_{k'}\Delta_k uu'$, so the spin sum gives a factor 2 that cancels the $\tfrac12$ in $\Phi_2$. The second vertex is $g_{-k',-k}=\int\psi_{k'}\,\delta V_q^*\,\psi_k^*=g_{k'k}^*$ by time reversal, so the two vertices give $|g_{k'k}|^2$. The anomalous free energy is

$$F^a=-\sum_{kk'}|g_{k'k}|^2\Delta_{k'}^*\Delta_k\,S(E_k,E_{k'}),\qquad S(E,E')=\int_0^\beta u_E\,u_{E'}\,d\;d\tau .$$

Inserting the three Fourier series, the $\tau$ integral gives $\beta$ times a Kronecker delta that sets the sum of the three frequencies to zero; this removes the bosonic sum and one factor $T$, and reversing the sign of one fermionic frequency leaves

$$S(E,E')=T^2\sum_{\omega\omega'}\frac{1}{\omega^2+E^2}\,\frac{1}{\omega'^2+E'^2}\,\frac{2\Omega}{(\omega-\omega')^2+\Omega^2}>0 .$$

The free energy is lowered when $\Delta_k$ and $\Delta_{k'}$ have the same phase, which is the phonon-mediated attraction. The sign and the prefactor are tested by exact diagonalization of the four states $k\uparrow,-k\downarrow,k'\uparrow,-k'\downarrow$ with two phonon modes $\pm q$ and complex $g$, at $\xi_k=0.8T$, $\xi_{k'}=-1.1T$, $\Delta_k=0.7T$, $\Delta_{k'}=0.6T\,e^{0.5i}$ and $\Omega=3T$: the part of the grand potential odd under $\Delta_{k'}\to-\Delta_{k'}$, extrapolated to $g\to0$, is $-0.0099829\,|g|^2/T$, and the diagram gives the same digits.

To differentiate with respect to $\chi^*$, eliminate the gap with $\Delta_k=2E_k\chi_k/\tanh(\beta E_k/2)$:

$$F^a=\sum_{kk'}K(E_k,E_{k'})\,\chi_{k'}^*\chi_k,\qquad K(E,E')=-\frac{4EE'\,|g|^2\,S(E,E')}{\tanh(\beta E/2)\tanh(\beta E'/2)} .$$

This rewriting holds at any $\Delta$. The derivative at fixed $\rho$ has an explicit part, $\sum_{k'}K\chi_{k'}$ (the kernel is symmetric because $S$ is and $|g_{kk'}|=|g_{k'k}|$), and an implicit part, $\chi^*\chi\,\partial K/\partial\chi_k^*$, since the energies and orbitals move when $\chi$ changes. Both $S$ and $E/\tanh(\beta E/2)$ are smooth functions of $E^2=\xi^2+|\Delta|^2$. The change of $|\Delta_k|^2$ with $\chi^*_k$ is of order $\Delta$. The density depends on the gap through $|\Delta|^2$, so the change of the potential, and with it of $\xi$ and $g$, needed to hold $\rho$ fixed is also of order $\Delta$. The implicit part is therefore $O(\Delta^3)$. At linear order, which is what fixes $T_c$, one puts $E\to|\xi|$, and evenness allows $|\xi|\to\xi$:

$$\Delta_k^a=-\sum_{k'}K_{kk'}\chi_{k'}=-\frac12\sum_{k'}K_{kk'}\frac{\tanh(\beta\xi_{k'}/2)}{\xi_{k'}}\Delta_{k'},\qquad K_{kk'}=K(\xi_k,\xi_{k'}).$$

Below $T_c$ neither $K(\xi,\xi')$ nor $K(E,E')$ is the full derivative of the diagram. In a two-level model with $\xi=0.8T$, $\xi'=-1.9T$, $\Omega=2.5T$ and equal gaps, the derivative at fixed occupation of level $k$ deviates from $-K(\xi,\xi')\chi'$, relative to that value, by $-2.4\times10^{-5}$ at $\Delta=0.02T$ and $-5.9\times10^{-6}$ at $\Delta=0.01T$; relative to $-K(E,E')\chi'$ the deviations are $-1.3\times10^{-5}$ and $-3.2\times10^{-6}$. Both fall by a factor of four when $\Delta$ is halved, as a relative error of order $\Delta^2$ must.

The double sum is reduced to simple poles by $1/(i\omega-\xi)-1/(i\omega+\xi)=-2\xi/(\omega^2+\xi^2)$. Define

$$I(\xi,\xi')=T^2\sum_{\omega\omega'}\frac{1}{i\omega-\xi}\,\frac{1}{i\omega'-\xi'}\,D(i\omega-i\omega').$$

The sum converges absolutely, because $|i\omega-\xi|\ge|\omega|$, $1/|\omega\omega'|\le\frac12(\omega^{-2}+\omega'^{-2})$ and $\sum_\nu|D|$ is finite, so it may be relabelled and done in either order. Multiplying the partial-fraction identities for $\xi$ and $\xi'$, then multiplying by $D$ and summing, gives

$$I(\xi,\xi')-I(\xi,-\xi')-I(-\xi,\xi')+I(-\xi,-\xi')=-4\xi\xi'S .$$

The relabelling $(\omega,\omega')\to(-\omega,-\omega')$ leaves $D$ unchanged and turns $1/[(i\omega+\xi)(i\omega'+\xi')]$ into $1/[(i\omega-\xi)(i\omega'-\xi')]$, the two minus signs cancelling. Thus $I(-\xi,-\xi')=I(\xi,\xi')$ and $I(-\xi,\xi')=I(\xi,-\xi')$, so $I(\xi,\xi')-I(\xi,-\xi')=-2\xi\xi'S$ and

$$K_{kk'}=\frac{2\,|g_{kk'}|^2\,\left[I(\xi,\xi')-I(\xi,-\xi')\right]}{\tanh(\beta\xi/2)\tanh(\beta\xi'/2)} .$$

Both frequency sums use one rule. The function $f(z)$ has poles at $z=i\omega$ with residue $-T$ and is bounded on large circles that pass between them. For rational $h(z)$ falling at least as $z^{-2}$ the integral of $fh$ over such circles vanishes, the residues add to zero, and $T\sum_\omega h(i\omega)$ equals the sum of the residues of $fh$ at the poles of $h$. For the inner sum over $\omega'$,

$$h(z)=\frac{1}{z-\xi'}\left[\frac{1}{i\omega-z-\Omega}-\frac{1}{i\omega-z+\Omega}\right].$$

With $f'\equiv f(\xi')$, the pole at $z=\xi'$ contributes $f'[1/(i\omega-\xi'-\Omega)-1/(i\omega-\xi'+\Omega)]$. At the other poles $e^{i\beta\omega}=-1$ gives $f(i\omega+x)=1/(1-e^{\beta x})=-n(x)$, hence $f(i\omega+\Omega)=-n$ and $f(i\omega-\Omega)=-n(-\Omega)=1+n$. The first bracket term is $-1/[z-(i\omega-\Omega)]$ and contributes $-(1+n)/(i\omega-\Omega-\xi')$. The second is $+1/[z-(i\omega+\Omega)]$ and contributes $-n/(i\omega+\Omega-\xi')$. Together,

$$T\sum_{\omega'}\frac{D(i\omega-i\omega')}{i\omega'-\xi'}=-\frac{1+n-f'}{i\omega-\xi'-\Omega}-\frac{n+f'}{i\omega-\xi'+\Omega}.$$

The outer sum needs the rule for $h=1/[(z-a)(z-b)]$, which gives $[f(a)-f(b)]/(a-b)$. With $a=\xi$, $b=\xi'\pm\Omega$ and $f\equiv f(\xi)$,

$$I=-(1+n-f')\frac{f-f(\xi'+\Omega)}{\xi-\xi'-\Omega}-(n+f')\frac{f-f(\xi'-\Omega)}{\xi-\xi'+\Omega}.$$

The Fermi functions of shifted argument are removed by two identities. Put $Y=e^{\beta\xi'}$ and $B=e^{\beta\Omega}$, so that $nf'=1/[(B-1)(Y+1)]$. Over this common denominator $1-f'+n$ has the numerator $Y(B-1)+Y+1=YB+1$, and $n+f'$ has $Y+1+B-1=B(Y/B+1)$. Since $f(\xi'+\Omega)=1/(YB+1)$, $f(\xi'-\Omega)=1/(Y/B+1)$ and $Bn=1+n$,

$$(1+n-f')f(\xi'+\Omega)=nf',\qquad (n+f')f(\xi'-\Omega)=(1+n)f' .$$

The first numerator becomes $nf'-f-fn+ff'$. Adding and subtracting $ff'n$ groups it as $f'(1-f)n-f(1-f')(1+n)$, as expanding the products confirms. The second becomes $(1+n)f'-fn-ff'$, which in the same way is $f'(1-f)(1+n)-f(1-f')n$. The closed form in Fermi and Bose functions is

$$I(\xi,\xi')=\frac{f'(1-f)\,n-f(1-f')(1+n)}{\xi-\xi'-\Omega}+\frac{f'(1-f)(1+n)-f(1-f')\,n}{\xi-\xi'+\Omega}.$$

The first numerator is the thermal weight for $\xi'\to\xi$ with absorption of a phonon minus the weight for $\xi\to\xi'$ with emission, and the second exchanges absorption and emission. Using $1-f=fe^{\beta\xi}$, $1-f'=f'e^{\beta\xi'}$ and $1+n=ne^{\beta\Omega}$, the factor $ff'n$ comes out and gives the Lüders-Marques form

$$I(\xi,\xi')=f(\xi)f(\xi')n(\Omega)\left[\frac{e^{\beta\xi}-e^{\beta(\xi'+\Omega)}}{\xi-\xi'-\Omega}-\frac{e^{\beta\xi'}-e^{\beta(\xi+\Omega)}}{\xi-\xi'+\Omega}\right].$$

Each term, with its sign, is a difference quotient $(e^{\beta a}-e^{\beta b})/(a-b)$, with $(a,b)=(\xi,\xi'+\Omega)$ in the first and $(\xi',\xi+\Omega)$ in the second. The exponential increases, so $I>0$, and exchanging $\xi$ and $\xi'$ exchanges the two terms. At $\xi-\xi'=\pm\Omega$, where a real phonon could be emitted or absorbed, the forward and backward weights are equal by detailed balance, the numerator vanishes with the denominator, and the quotient tends to $\beta e^{\beta a}$. The kernel has no pole there; a numerical evaluation must use this limit. Over five parameter sets, resonant ones among them, the closed form differs from the direct double sum for $I$ by at most $3.1\times10^{-11}\beta$, and the resulting $S$ differs from its double sum by at most $1.1\times10^{-9}$ relative to $S$.

The sign and size of $K$ are clearer in imaginary time. Because $2\xi u_\xi/\tanh(\beta\xi/2)=\sinh\xi(\beta/2-\tau)/\sinh(\beta\xi/2)$,

$$K=-|g|^2\int_0^\beta s_\xi(\tau)\,s_{\xi'}(\tau)\,d(\tau)\,d\tau,\qquad s_\xi(\tau)=\frac{\sinh\xi(\beta/2-\tau)}{\sinh(\beta\xi/2)} .$$

The function $s_\xi=u_\xi(\tau)/u_\xi(0)$ is the pair propagator normalised to its equal-time value. It is even in $\xi$ and finite at $\xi=0$, where $s_0=1-2\tau/\beta$, so the zeros of the two $\tanh$ factors in $K$ are removable. It has the sign of $\beta/2-\tau$ for every $\xi$, and $|s_\xi|<1$ inside the interval. Therefore $0\le s_\xi s_{\xi'}<1$ there, and with $\int_0^\beta d\,d\tau=-D(0)=2/\Omega$,

$$-\frac{2|g|^2}{\Omega}<K<0 .$$

The magnitude falls as $|\xi|$ grows. With $a=\beta/2$, $t=|a-\tau|<a$ and $\xi>0$, $\partial_\xi\ln|s_\xi|=[\xi t\coth\xi t-\xi a\coth\xi a]/\xi$, which is negative because $y\coth y$ has the derivative $(\sinh2y-2y)/(2\sinh^2y)>0$. This is retardation in imaginary time: the phonon line connects vertices separated, on the periodic interval, by a time of order $1/\Omega$ or $\beta$, whichever is shorter, and the pair amplitude, which decays in a time of order $1/|\xi|$ or $\beta$, whichever is shorter, has decreased in the meantime. The integral is elementary. With $t=a-\tau$, the identities $\sinh\xi t\sinh\xi't=\frac12[\cosh(\xi+\xi')t-\cosh(\xi-\xi')t]$ and $\cosh pt\cosh\Omega t=\frac12[\cosh(p+\Omega)t+\cosh(p-\Omega)t]$, and $\int_{-a}^a\cosh pt\,dt=2\,\mathrm{sh}(p)$ with $\mathrm{sh}(p)=\sinh(ap)/p$, give

$$K=-|g|^2\,\frac{\sum_\pm\left[\mathrm{sh}(\xi+\xi'\pm\Omega)-\mathrm{sh}(\xi-\xi'\pm\Omega)\right]}{2\sinh a\xi\,\sinh a\xi'\,\sinh a\Omega},$$

in which regularity at resonance is explicit, since $\mathrm{sh}(0)=a$.

On the Fermi surface $s_0=t/a$, and two integrations by parts give $\int_{-a}^a t^2\cosh\Omega t\,dt=2[a^2\sinh a\Omega/\Omega-2a\cosh a\Omega/\Omega^2+2\sinh a\Omega/\Omega^3]$. Dividing by $a^2\sinh a\Omega$,

$$K(0,0)=-\frac{2|g|^2}{\Omega}\left[1-\frac{4}{\beta\Omega}\coth\frac{\beta\Omega}{2}+\frac{8}{(\beta\Omega)^2}\right],$$

which by the monotonicity just shown is the largest magnitude that $K$ reaches at given $T$ and $\Omega$. For $T\ll\Omega$ the bracket is $1-4T/\Omega+8T^2/\Omega^2$ up to exponentially small terms, so the approach to 1 is linear in $T$. For $T\gg\Omega$, the series $\coth x=1/x+x/3-x^3/45+\dots$ with $x=\beta\Omega/2$ gives $1/3+(\beta\Omega)^2/90+\dots$; the value $1/3$ is the average of $(1-2\tau/\beta)^2$ over the interval, $d$ being nearly constant. For $T\to0$ at fixed $\xi,\xi'>0$, which by evenness covers all signs, $f,f',n\to0$ and $I(\xi,\xi')\to0$, while in $I(\xi,-\xi')$ the second Fermi function tends to 1 and the numerator of the second term survives, giving $1/(\xi+\xi'+\Omega)$. Then

$$K\to-\frac{2|g|^2}{|\xi|+|\xi'|+\Omega}.$$

In this limit the magnitude falls off as a power law, $1/|\xi|$ for $|\xi|\gg|\xi'|+\Omega$, with no sharp cutoff. For $\Omega\gg T,|\xi|,|\xi'|$ the weight of $d$ lies within $1/\Omega$ of $\tau=0$ and $\tau=\beta$, where $s_\xi s_{\xi'}\to1$, and $K$ tends to the BCS contact value $-2|g|^2/\Omega$.

The whole chain, including the Legendre transform, can be tested without diagrams. To quadratic order $\Phi=\Phi_0-\sum\Delta_i^*P_{ij}\Delta_j$, so $\chi=P\Delta$ and $F=F_0+\sum\chi_i^*(P^{-1})_{ij}\chi_j$, where $P$ is the static pair susceptibility of the interacting system; particle-number conservation forbids a term that mixes $\chi$ linearly with $\rho$. The quadratic parts of $F_s$ and of the normal diagram are diagonal, so for $k\ne k'$ one has $(P^{-1})_{kk'}=K_{kk'}+O(g^4)$. Working at fixed $\xi$ in place of fixed $\rho$ shifts the levels by $O(g^2)$ and this element by $O(g^4)$. Exact diagonalization of two levels and one phonon with $\Omega=2.5T$, extrapolated to $g\to0$, gives $K=-0.29661\,|g|^2/T$ for $(\xi,\xi')=(0.8,-1.9)T$ and $-0.30060\,|g|^2/T$ for both $(1.5,-1.0)T$ and $(1.5,1.0)T$, in agreement with the closed form to these digits. The last two cases are resonant, $\xi\mp\xi'=\Omega$, and their equality shows the evenness in $\xi'$.

For an isotropic system whose coupling does not depend on $\xi$, $\sum_{k'}\to N(0)\int d\xi'$ with $N(0)$ the density of states per spin, taken constant. With $\alpha^2F(\Omega)$ equal to $N(0)$ times the Fermi-surface average of $\sum|g|^2\delta(\Omega-\Omega_q)$, the dimensionless kernel is $N(0)K=\int d\Omega\,\alpha^2F(\Omega)\,K/|g|^2$, and the bound integrates to $-\lambda<N(0)K<0$ with $\lambda=2\int\alpha^2F\,d\Omega/\Omega$. An Einstein mode has $N(0)|g|^2=\lambda\Omega/2$.

Take round model parameters $\Omega=30$ meV, $\lambda=1$, $T=50$ K, $\xi=5$ meV, $\xi'=-10$ meV, so $N(0)|g|^2=15$ meV. The kernel is linear in $\lambda$, and $\lambda=1$ serves as a unit; at such a coupling the neglected $O(g^4)$ terms of $F_{\rm int}$ are not controlled, so the numbers are values of the kernel and not predictions for a material. With $k_B=0.0861733$ meV/K, $k_BT=4.30867$ meV and $\beta=0.232090$ meV$^{-1}$, so $\beta\xi=1.16045$, $\beta\xi'=-2.32090$, $\beta\Omega=6.96271$. The occupations are $f(\xi)=0.238585$, $f(\xi')=0.910594$, $f(-\xi')=1-f(\xi')=0.089406$ and $n=9.474\times10^{-4}$. In $I(\xi,\xi')$ the denominators are $5+10-30$ and $5+10+30$ meV, and the first term is

$$\frac{0.910594\,(1-0.238585)\,n-0.238585\times0.089406\,(1+n)}{5+10-30}=1.3796\times10^{-3}\ \text{meV}^{-1}.$$

The second term is $1.54217\times10^{-2}$ meV$^{-1}$, so $I(\xi,\xi')=1.68013\times10^{-2}$ meV$^{-1}$. In $I(\xi,-\xi')$ the values $0.910594$ and $0.089406$ change places and the denominators are $5-10-30$ and $5-10+30$ meV, giving $6.2113\times10^{-3}+2.7174\times10^{-3}=8.9287\times10^{-3}$ meV$^{-1}$. The difference, $7.8727\times10^{-3}$ meV$^{-1}$, must equal $-2\xi\xi'S=-2\times5\times(-10)\,S$, and the direct double sum gives $S=7.8727\times10^{-5}$ meV$^{-3}$. With $\tanh(\beta\xi/2)=0.522830$ and $\tanh(\beta\xi'/2)=-0.821187$,

$$\frac{K}{|g|^2}=\frac{2\times7.8727\times10^{-3}}{0.522830\times(-0.821187)}=-3.667\times10^{-2}\ \text{meV}^{-1},\qquad N(0)K=15\times(-3.667\times10^{-2})=-0.550 .$$

This lies inside the bound $-2/\Omega=-6.667\times10^{-2}$ meV$^{-1}$. The zero-temperature value at the same energies is $-2\times15/(5+10+30)=-0.667$. Moving to $\xi=20$ meV puts $\xi-\xi'=\Omega$ on resonance, where the first term of $I(\xi,\xi')$ is replaced by its limit $\beta ff'ne^{\beta\xi}$. Then $I(\xi,\xi')=1.52442\times10^{-2}$ meV$^{-1}$, $I(\xi,-\xi')=2.6467\times10^{-3}$ meV$^{-1}$, $\tanh(\beta\xi/2)=0.980904$, and

$$N(0)K=\frac{15\times2\times(1.52442\times10^{-2}-2.6467\times10^{-3})}{0.980904\times(-0.821187)}=-0.469 ,$$

smaller in magnitude than at $\xi=5$ meV, as monotonicity requires. On the Fermi surface, with $\coth(\beta\Omega/2)=1+2n$, $N(0)K(0,0)=-[1-(4/6.9627)(1+2n)+8/6.9627^2]=-0.589$ at 50 K. At 10 K, where $\beta\Omega=34.81$, it is $-0.892$: even at this temperature the term $4T/\Omega$ keeps the kernel visibly short of $-\lambda$. At 300 K, where $\beta\Omega=1.1605$, it is $-0.348$, which the high-temperature series $1/3+1.1605^2/90$ reproduces to three figures.

## Values computed for the example and the checks

```
checks at beta = 1 (energies in units of T, per |g|^2)
max abs error I, sum vs closed: 3.1e-11 (1/T)
max rel error S, sum vs closed: 1.1e-09
F_a exact diag -0.0099829, diagram -0.0099829 (1/T)
W=2.5 x,y=(0.8, -1.9): K exact diag -0.296610, closed -0.296610 (1/T)
W=2.5 x,y=(1.5, -1.0): K exact diag -0.300598, closed -0.300599 (1/T)
W=2.5 x,y=(1.5, 1.0): K exact diag -0.300598, closed -0.300599 (1/T)
rel dev of K(xi) at Delta=0.02, 0.01: -2.3752e-05, -5.9380e-06
rel dev of K(E)  at Delta=0.02, 0.01: -1.2695e-05, -3.1736e-06
worked example
Omega = 30.0 meV, lambda = 1.0, T = 50.0 K
xi = 5.0 meV, xi' = -10.0 meV
kB = 0.0861733 meV/K, kT = 4.30867 meV, beta = 0.232090 1/meV
N(0)|g|^2 = 15.000 meV
beta xi = 1.16045, beta xi' = -2.32090, beta Omega = 6.96271
f(xi) = 0.238585, f(xi') = 0.910594
f(-xi') = 0.089406, n(Omega) = 9.474239e-04
I(xi,xi'): terms 1.379625e-03 + 1.542169e-02 = 1.680132e-02 1/meV
I(xi,-xi'): terms 6.211299e-03 + 2.717363e-03 = 8.928662e-03 1/meV
I difference = 7.872654e-03 1/meV
tanh(beta xi/2) = 0.522830, tanh(beta xi'/2) = -0.821187
K/|g|^2 = -3.667321e-02 1/meV, bound -2/Omega = -6.666667e-02 1/meV
S direct double sum = 7.872654e-05 1/meV^3
N(0)K closed = -0.550098, direct sum = -0.550098
N(0)K at T = 0: -0.666667
resonance xi = 20.0 meV: I(xi,xi') = 1.524419e-02 1/meV
resonance: I(xi,-xi') = 2.646655e-03 1/meV
resonance: tanh(beta xi/2) = 0.980904, N(0)K = -0.469179
T = 10.0 K: beta Omega = 34.8136, N(0)K(0,0) = -0.891703
T = 50.0 K: beta Omega = 6.9627, N(0)K(0,0) = -0.589441
T = 300.0 K: beta Omega = 1.1605, N(0)K(0,0) = -0.347832
```
